\section*{Subthreshold Reset Noise: From the kT/(2C) Plateau to kT/C, part 1}

(Sections cited here and not found follow in the second part.)

\section{One stream of electrons}

\subsection{Definitions and conventions}

The sensing node of a pixel is a capacitor $C$ connected to the source of an n-channel reset transistor. Its voltage $V$, like every voltage here, is measured from the transistor bulk. Electrons leave the node through the channel and reach the drain, held at $V_D$. Each departure removes charge $-q$ from the node, where $q>0$, and so raises $V$ by $q/C$. The current $I_f>0$ is the conventional current charging the node.

Define
\begin{equation}
\phi=\frac{kT}{q},\qquad M=\frac{CkT}{q^2}=\frac{C\phi}{q},\qquad
s=\frac{\operatorname{Var}V}{kT/C}.
\end{equation}
The variance is taken over repeated resets of equal duration with the same mean starting voltage. The starting value of $s$ is $s_0$; it is zero if the starting voltage is the same each time. The number $N$ of electrons removed has variance $C^2\operatorname{Var}V/q^2=Ms$ when the starting voltage is fixed.

The capacitance is constant until stated otherwise. A reset is called soft if, when it ends, the transistor is in weak inversion and the node is still far from current balance. It is called hard if the node comes to equilibrium with the drain.

\subsection{First case: a constant current}

Let electrons leave independently at the constant mean rate $I/q$. Their number in time $t$ is Poisson distributed, so its variance equals its mean, $It/q$. Hence
\begin{equation}
\operatorname{Var}V=\left(\frac qC\right)^2\frac{It}{q}=\frac{qIt}{C^2},
\qquad s=\frac{qIt}{C^2}\frac{C}{q\phi}=\frac{It}{C\phi}.
\label{constant}
\end{equation}
The variance grows without limit because a node that has risen too far continues to charge at the same rate. A subthreshold transistor behaves differently: a higher source voltage reduces its current. The size of that feedback must come from the channel.

\subsection{Current in weak inversion}

Let $\psi$ be the surface potential and $X$ the electron quasi-Fermi potential in the channel, with $X=V$ at the source and $X=V_D$ at the drain. For acceptor density $N_A$ and intrinsic density $n_i$, set $\psi_B=2\phi\ln(N_A/n_i)$. Boltzmann statistics give the electron density at local potential $\varphi$:
\begin{equation}
n_e=\frac{n_i^2}{N_A}e^{(\varphi-X)/\phi}
=N_Ae^{(\varphi-\psi_B-X)/\phi}.
\end{equation}
In the depletion region Poisson's equation is $\varphi''=(q/\epsilon)(N_A+n_e)$. Multiply by $\varphi'$ and integrate from the edge of the region to the surface. With the edge taken as sharp and the electron term there neglected, the surface field $E_s$ obeys
\begin{equation}
\frac{E_s^2}{2}=\frac{qN_A}{\epsilon}
\left[\psi+\phi e^{(\psi-\psi_B-X)/\phi}\right].
\end{equation}
The total semiconductor charge per area is $\epsilon E_s$. Dividing it by the oxide capacitance per area, $C_{ox}$, gives the oxide voltage. With $b=\sqrt{2q\epsilon N_A}/C_{ox}$ and flat-band voltage $V_{FB}$,
\begin{equation}
V_G-V_{FB}=\psi+b\sqrt{\psi+\phi e^{(\psi-\psi_B-X)/\phi}}.
\label{surface}
\end{equation}

In weak inversion the exponential term is small compared with $\psi$, and its effect on $\psi$ is small compared with $\phi$. Then
\begin{equation}
V_G-V_{FB}=\psi+b\sqrt\psi,\qquad
\frac{d\psi}{dV_G}=\frac1n,\qquad n=1+\frac{b}{2\sqrt\psi}.
\end{equation}
In a long channel, gate and bulk therefore fix $\psi$, which is the same everywhere except close to the source and drain junctions. The mobile charge per area, taken as a positive magnitude, is the total charge minus the depletion charge. Expanding the square root to first order gives
\begin{align}
Q_i&=C_{ox}b\left[\sqrt{\psi+\phi e^{(\psi-\psi_B-X)/\phi}}-\sqrt\psi\right]\\
&\simeq C_{ox}(n-1)\phi e^{(\psi-\psi_B-X)/\phi}.
\label{charge}
\end{align}

A constant $\psi$ means that there is no lateral field, so electrons move by diffusion. Let the channel have width $W$, length $L$, mobility $\mu$ and diffusion coefficient $D=\mu\phi$. A steady current requires $Q_i$ to fall linearly from its source value $Q_S$ to its drain value $Q_D$. The net current is
\begin{equation}
I=\frac{WD}{L}(Q_S-Q_D)=I_0e^{-V/\phi}-I_0e^{-V_D/\phi},
\label{current}
\end{equation}
where
\begin{equation}
I_0=\mu C_{ox}\frac WL(n-1)\phi^2e^{(\psi-\psi_B)/\phi}.
\end{equation}
The first term is the forward current $I_f$. The second is the return flow from the drain, set aside until the second half.

At fixed gate and bulk voltages,
\begin{equation}
-\frac{dI_f}{dV}=\frac{I_f}{\phi}.
\end{equation}
The gate slope contains $n$, but the source slope does not. Solving (\ref{surface}) numerically and integrating the resulting channel charge tests this distinction. For the device described below, at $V=2.561$ V, the source slope times $\phi$ is $0.9996$. The corresponding gate slope is $0.871$, while $1/n=0.874$. Most of that small difference comes from the factor $n-1\propto\psi^{-1/2}$ in $I_0$, which contributes $-\phi/(2n\psi)=-0.003$.

\subsection{Noise of the channel current}

Let $h(x,t)$ be the local random current produced by thermal motion. Its one-sided cross-spectral density between positions $x$ and $x'$ is $4kT\mu WQ_i\,\delta(x-x')$, so values at different positions are uncorrelated. At frequencies well below the inverse transit time, the terminal current is uniform along the channel:
\begin{equation}
\delta I=-WD\frac{\partial\,\delta Q_i}{\partial x}+h.
\end{equation}
The charge densities at the two ends are fixed by the terminals. Integration over $L$ therefore removes the derivative term and leaves $\delta I=L^{-1}\int_0^Lh\,dx$. Its one-sided spectral density is
\begin{align}
S_I&=\frac{4kT\mu W}{L^2}\int_0^LQ_i\,dx
=\frac{4kT\mu W}{L^2}\,\frac{L(Q_S+Q_D)}2\\
&=2q\frac{WD}{L}(Q_S+Q_D)=2q(I_f+I_D),
\label{shot}
\end{align}
where $I_D=I_0e^{-V_D/\phi}$ and $kT\mu=qD$ was used. This is the noise of two independent Poisson streams. The streams subtract in the mean current and add in the noise.

When $I_D$ is negligible, $S_I=2qI_f$. The surface-potential calculation at $V=2.561$ V gives a ratio of channel thermal noise to $2qI$ of $0.9997$. Thermal noise and shot noise are here two descriptions of the same fluctuation and must not be added.

\subsection{Mean voltage during a soft reset}

With no opposing current, the mean voltage follows
\begin{equation}
C\frac{dV}{dt}=I_0e^{-V/\phi}.
\end{equation}
Let $V_0$ and $I_s=I_0e^{-V_0/\phi}$ be the starting voltage and current. Separating variables and integrating from the start gives
\begin{equation}
\phi\left(e^{V/\phi}-e^{V_0/\phi}\right)=\frac{I_0t}{C}.
\label{meanint}
\end{equation}
Division by $\phi e^{V_0/\phi}$, with $y=(V-V_0)/\phi$ and $\tau_0=C\phi/I_s$, yields
\begin{equation}
e^y=1+\frac{t}{\tau_0},\qquad
V=V_0+\phi\ln\left(1+\frac t{\tau_0}\right),\qquad I_f=I_se^{-y}.
\label{mean}
\end{equation}
At short times $V-V_0\simeq I_st/C$, as for constant current. At long times the rise is logarithmic. In this model without opposing current there is no final resting voltage.

\subsection{The half-variance plateau}

Write the voltage as its mean plus a fluctuation $v$ with $|v|\ll\phi$. Then $I_f(V+v)\simeq I_f(V)(1-v/\phi)$, and
\begin{equation}
C\frac{dv}{dt}=-\frac{I_f}{\phi}v+\xi(t),\qquad
\langle\xi(t)\xi(t')\rangle=qI_f\,\delta(t-t').
\label{langevin}
\end{equation}
The coefficient is $qI_f$, not $2qI_f$, because the correlation function corresponds to the two-sided spectrum. Equivalently, the charge passed in time $dt$ has variance $q^2(I_fdt/q)=qI_fdt$.

Over a short interval $v$ is multiplied by $1-I_fdt/(C\phi)$ and receives an independent random increment of variance $qI_fdt/C^2$. Squaring and averaging removes the cross term. To first order in $dt$,
\begin{equation}
\frac{d\operatorname{Var}V}{dt}
=-\frac{2I_f}{C\phi}\operatorname{Var}V+\frac{qI_f}{C^2}.
\end{equation}
Dividing by $kT/C=q\phi/C$ gives
\begin{equation}
\frac{ds}{dt}=\frac{I_f}{C\phi}(1-2s).
\end{equation}
The mean equation gives $dy/dt=I_f/(C\phi)$. Hence
\begin{equation}
\frac{ds}{dy}=1-2s,\qquad
s=\frac12+\left(s_0-\frac12\right)e^{-2y}.
\label{soft}
\end{equation}
For a fixed starting voltage, (\ref{mean}) turns this into
\begin{equation}
\operatorname{Var}V=\frac{kT}{2C}
\left[1-\left(\frac{\tau_0}{t+\tau_0}\right)^2\right].
\end{equation}

For $y\ll1$ and $s_0=0$, equation (\ref{soft}) gives $s\simeq y\simeq I_st/(C\phi)$, in agreement with (\ref{constant}). For $y\gg1$ it gives $s\to1/2$. Feedback removes old fluctuations while new departures create others. Since both processes slow in proportion to the same current, their balance survives although the current keeps falling.

The factor one half can also be read from the conductance $g=I_f/\phi$. In equilibrium a conductance $g$ has two-sided current noise $2kTg$. Here the noise is $qI_f=kTg$, half as much, because the return stream is missing. The restoring conductance is the same.

If a changing gate voltage multiplies the forward current by a common factor $a(t)$, both $dy/dt$ and $ds/dt$ acquire that factor. It cancels from $ds/dy$, so (\ref{soft}) still holds. This assumes that the gate changes slowly compared with the channel transit time and leaves out its direct capacitive coupling to the node.

\subsection{A numerical pixel}

Take rough typical values for a three-transistor silicon CMOS pixel: $C=5$ fF, $T=300$ K, a 7 nm oxide, and gate and drain at 3.3 V. The channel is 500 nm long and wide, with $N_A=2\times10^{17}$ cm$^{-3}$, $\mu=400$ cm$^2$/Vs and $V_{FB}=-0.95$ V. These give $\psi=3.301$ V and $n=1.144$.

In the classical long-channel model, a reset starting at 2.45 V has $I_s=9.377$ nA. With $\phi=25.85$ mV,
\begin{equation}
\tau_0=\frac{(5\ \mathrm{fF})(25.85\ \mathrm{mV})}{9.377\ \mathrm{nA}}
=13.78\ \mathrm{ns}.
\end{equation}
After 1 $\mu$s,
\begin{equation}
y=\ln\left(1+\frac{1000}{13.78}\right)=4.298,
\qquad V-V_0=(25.85\ \mathrm{mV})(4.298)=111.1\ \mathrm{mV}.
\end{equation}
The final voltage is 2.561 V and the final current is 0.1275 nA. For $s_0=0$,
\begin{equation}
s=\tfrac12\left(1-e^{-8.596}\right)=0.4999.
\end{equation}
Since $M=806.8$, the soft-reset noise is $\sqrt{0.4999\times806.8}=20.1$ electrons rms, or 0.644 mV rms.

The linearisation can be tested by following the probability of each electron number. After $N$ departures the next occurs at rate $(I_s/q)e^{-N/M}$, because $qN/(C\phi)=N/M$. For the same starting current and reset time, this count gives a mean of 3467.7 electrons and $s=0.5000$. The linearised theory gives 3467.4 electrons and $s=0.4999$. The small parameter explains the agreement: the rms value of $v/\phi$ is $\sqrt{s/M}=0.025$.

The price of stopping on the logarithmic rise is memory of the previous voltage. Differentiating (\ref{meanint}) at fixed $t$ gives
\begin{equation}
\frac{dV}{dV_0}=e^{-(V-V_0)/\phi}=e^{-y}=\frac{I_f}{I_s}.
\label{lag}
\end{equation}
Here it is $0.1275/9.377=0.0136$. A small change of starting voltage therefore leaves 1.36\% of itself as image lag. An initial variance is reduced by the square of this factor, as (\ref{soft}) states.

\section{Opposing current, balance and corrections}

\subsection{Results carried forward}

The node voltage is $V$, its capacitance is $C$, and $\phi=kT/q$. The forward current is $I_f=I_0e^{-V/\phi}$, with source conductance $I_f/\phi$. The normalised variance is $s=\operatorname{Var}V/(kT/C)$, and $M=C\phi/q$. Without opposing current, a rise of $y\phi$ gives
\begin{equation}
s=\frac12+\left(s_0-\frac12\right)e^{-2y}.
\label{recall}
\end{equation}
The example has $C=5$ fF, $T=300$ K and a 1 $\mu$s reset. Its current falls from 9.377 nA to 0.1275 nA as $V$ rises from 2.45 V to 2.561 V.

\subsection{Balance of two streams}

Now let a constant current $I_r$ oppose the charging. It includes electrons returning from the drain and photoelectrons collected by the node under steady light. Each contribution is taken as an independent Poisson stream. The mean and variance equations become
\begin{align}
C\frac{dV}{dt}&=I_f-I_r,\\
\frac{d\operatorname{Var}V}{dt}&=
-\frac{2I_f}{C\phi}\operatorname{Var}V+\frac{q(I_f+I_r)}{C^2}.
\label{opposed}
\end{align}
The restoring term contains $I_f$ alone because $I_r$ does not depend on $V$.

The simplest limit is balance, $I_f=I_r$. The mean voltage is then constant. Setting the variance derivative to zero gives
\begin{equation}
\operatorname{Var}V=\frac{C\phi}{2I_f}\frac{q(2I_f)}{C^2}
=\frac{q\phi}{C}=\frac{kT}{C}.
\end{equation}
The second stream has doubled the noise without changing the restoring conductance. If the drain alone supplies $I_r$, balance occurs at $V=V_D$ and is thermal equilibrium. If light supplies it, the node is in a driven steady state, yet within this model its variance is the same.

This shows why a soft reset must still be far from current balance when it ends. Starting far from balance is not enough. A reset continued until the currents balance loses the factor of one half.

Without opposing current, a soft reset that has forgotten its start has variance $kT/(2C)$, while balance with a constant opposing current gives $kT/C$. What remains is the complete crossover between these values, the hard reset, and the corrections and limits that apply to a real pixel.
